Magic-Angle Spinning: Harmonics of a Second-Rank NMR Frequency

**Frames, tensor components and assumptions**

Three right-handed frames are used. P is the principal-axis frame of the interaction tensor. R is fixed in the rotor, with z along the spinning axis. L is the laboratory frame, with z along the magnetic field. The angle between the spinning axis and the field is β. The rotor turns steadily at frequency ν_r, and ω_r = 2πν_r.

The interaction tensor, in frequency units, is ν_iso times the unit tensor plus a traceless symmetric tensor A. In P, A is diagonal:

A_xx = −δ(1 + η)/2, A_yy = −δ(1 − η)/2, A_zz = δ. (1)

Here δ is the anisotropy and η the asymmetry. In any frame the five spherical components of A are

A_0 = √(3/2) A_zz,
A_±1 = ∓(A_xz ± iA_yz),
A_±2 = (A_xx − A_yy)/2 ± iA_xy. (2)

Since A is real, A_−m = (−1)^m A_m*. In P the off-diagonal elements vanish, so (1) gives

A_0^P = √(3/2) δ, A_±1^P = 0, A_±2^P = −ηδ/2. (3)

The connection to the spectrum comes from the high field. Take a chemical shift as the example. The field is along z of L, so the spin sees the Larmor frequency ν_L plus ν_iso + A_zz along z, and A_xz and A_yz across it. For a fixed orientation its precession frequency is

√[(ν_L + ν_iso + A_zz)² + A_xz² + A_yz²] ≈ ν_L + ν_iso + A_zz + (A_xz² + A_yz²)/(2ν_L).

The last term is dropped. This requires the tensor to be small compared with ν_L, and the term itself to be small compared with the shifts one wants to resolve. With ν_r ≪ ν_L as well, the spin follows this frequency as the sample turns. Measured from ν_L, the frequency is then

ν(t) = ν_iso + A_zz^L(t) = ν_iso + √(2/3) A_0^L(t). (4)

An antisymmetric part of the tensor would not enter at this order, because its zz element is zero. The harmonics derived below apply to any interaction whose frequency is linear in a second-rank tensor as in (4); the sideband formula needs a further condition, stated where it is derived.

**How the components change under a rotation**

New axes are made from old ones in three moves: a turn by a about z, a tilt by b about the new y axis, and a turn by g about the newest z axis.

A turn by a about z gives new axes x' = (cos a, sin a, 0) and y' = (−sin a, cos a, 0). Then A'_xz + iA'_yz = e^{−ia}(A_xz + iA_yz). The combination in A_2 contains two transverse indices and acquires this factor twice. Hence each component A_m is multiplied by e^{−ima}.

A tilt mixes the components linearly. Let d_{m'm}(b) be the coefficient with which the old A_m' enters the new A_m. The three moves together give

A_m^new = Σ_{m'} A_{m'}^old D_{m'm}(a, b, g), D_{m'm} = e^{−im'a} d_{m'm}(b) e^{−img}. (5)

These D are the Wigner rotation matrices of rank 2. The required coefficients follow from the tilted axes. With c = cos b and s = sin b,

x' = (c, 0, −s), y' = (0, 1, 0), z' = (s, 0, c). (6)

The old Cartesian elements are recovered from (2) and the zero trace:

A_zz = √(2/3) A_0, A_xz = (A_−1 − A_1)/2,
A_xx = −A_zz/2 + q, A_yy = −A_zz/2 − q, q = (A_2 + A_−2)/2,
A_xy = (A_2 − A_−2)/(2i). (7)

*Column m = 0.* From (6), A'_zz = s²A_xx + 2sc A_xz + c²A_zz. Inserting (7), the coefficient of A_zz is c² − s²/2 = (3c² − 1)/2 = P2(c). Multiplication by √(3/2) gives

A'_0 = P2(c) A_0 + √(3/2) sc (A_−1 − A_1) + (√6/4) s² (A_2 + A_−2).

Therefore

d_00 = P2(cos b), d_±1,0 = ∓√(3/2) sin b cos b, d_±2,0 = (√6/4) sin²b. (8)

*Columns m = 1 and 2.* These are needed for the step from P to R, where the old A_±1 vanish, so A_xz and A_yz may be set to zero. A turn about z before the tilt does not change this. From (6),

A'_xz = sc(A_xx − A_zz), A'_yz = sA_xy,
A'_xx = c²A_xx + s²A_zz, A'_yy = A_yy, A'_xy = cA_xy.

For m = 1, insert (7) into A'_1 = −(A'_xz + iA'_yz):

A'_1 = (3/2)sc A_zz − sc q − (s/2)(A_2 − A_−2)
= √(3/2) sc A_0 − (s/2)(1 + c)A_2 + (s/2)(1 − c)A_−2. (9)

For m = 2, the A_zz part of (A'_xx − A'_yy)/2 is (−c²/2 + s² + 1/2)/2 = 3s²/4, and the q part is (1 + c²)/2. Adding iA'_xy = (c/2)(A_2 − A_−2) gives

A'_2 = (√6/4)s² A_0 + [(1 + c)²/4]A_2 + [(1 − c)²/4]A_−2. (10)

The coefficients in (9) and (10) are the elements d_{m'1} and d_{m'2} for m' = 0, 2 and −2.

**From principal axes to rotor**

Let (a, b, g) now be the angles that carry P into R. They are constant for a crystallite fixed in the rotor. By (5), the components (3) first acquire e^{−im'a}, so A_±2 becomes −(ηδ/2)e^{∓2ia}. Then the tilt acts, and finally the factor e^{−img}.

For m = 0, the two rank-2 end components add to −ηδ cos 2a. Since (√6/4)ηδ = √(3/2)(ηδ/2),

A_0^R = √(3/2) δ[P2(c) − (η/2)s² cos 2a]. (11)

For m = 1, equation (9) gives

A_1^R = e^{−ig} δs{3c/2 + (η/4)[(1 + c)e^{−2ia} − (1 − c)e^{2ia}]}.

The square bracket is 2c cos 2a − 2i sin 2a, so

A_1^R = e^{−ig} δs[3c/2 + (η/2)(c cos 2a − i sin 2a)]. (12)

For m = 2, equation (10) gives 3δs²/4 from A_0, because (√6/4)√(3/2) = 3/4. The other two terms are −(ηδ/8)[(1 + c)²e^{−2ia} + (1 − c)²e^{2ia}]. This bracket is 2(1 + c²)cos 2a − 4ic sin 2a. Hence

A_2^R = e^{−2ig} δ{3s²/4 − (η/4)[(1 + c²)cos 2a − 2ic sin 2a]}. (13)

The components with negative m follow from the reality relation after (2).

**From rotor to laboratory**

Seen from the turning rotor, the field direction moves backwards around the spinning axis. Choose t = 0 when the field lies in the xz plane of R on the side of positive x. The angles that carry R into L are then (−ω_r t, β, 0). The third angle is immaterial here, since (4) needs only m = 0 in L.

The complete chain is

A_0^L = Σ_m Σ_{m'} A_{m'}^P D_{m'm}(a, b, g) D_{m0}(−ω_r t, β, 0). (14)

The inner sum is A_m^R. The second matrix is D_{m0} = e^{imω_r t} d_{m0}(β), and all the time dependence sits in its exponential. Equation (4) becomes

ν(t) = ν_iso + Σ_{m=−2}^{2} ν_m e^{imω_r t}, ν_m = √(2/3) d_{m0}(β) A_m^R. (15)

A second-rank tensor has components with |m| ≤ 2, so the frequency has a static part and harmonics at ν_r and 2ν_r, and no others. With (8) evaluated at β,

ν_0 = δ P2(cos β)[P2(c) − (η/2)s² cos 2a], (16)

ν_1 = −sin β cos β A_1^R = −½ sin 2β A_1^R, (17)

ν_2 = ½ sin²β A_2^R. (18)

Here √(2/3)√(3/2) = 1 gives the factor in (17), and √(2/3)(√6/4) = 1/2 gives that in (18). Since d_−m,0 = (−1)^m d_m0 and A_−m^R = (−1)^m A_m^R*, we have ν_−m = ν_m*. The frequency is real, and the real oscillation at mν_r has amplitude 2|ν_m|.

The static part is therefore not P2(cos β) alone. By (11) and (16),

ν_0 = P2(cos β) A_zz^R. (19)

The second factor is the anisotropic frequency that the same crystallite would have with the rotor axis along the field. It depends on orientation; the first factor is common to all crystallites.

**The same result from geometry**

The field direction, expressed in R, is the unit vector u = (sin β cos ω_r t, −sin β sin ω_r t, cos β), and A_zz^L = Σ_ij u_i A_ij^R u_j. Using cos² = (1 + cos 2ω_r t)/2 and the corresponding identity for sin²,

A_zz^L = cos²β A_zz^R + ½ sin²β(A_xx^R + A_yy^R)
+ sin 2β(A_xz^R cos ω_r t − A_yz^R sin ω_r t)
+ ½ sin²β[(A_xx^R − A_yy^R)cos 2ω_r t − 2A_xy^R sin 2ω_r t]. (20)

Zero trace turns the first line into P2(cos β)A_zz^R. The field direction appears twice in this expression, and each appearance can supply at most one factor of e^{±iω_r t}. This is the geometrical reason for the limit at two.

Two special settings follow from (16) to (18). At β = 0 the field is fixed in the rotor and there is no modulation. At β = 90°, half a turn reverses the field direction in the rotor. A quadratic form does not notice this reversal, so the first harmonic vanishes, while the second generally remains.

**The magic angle and the worked example**

The static anisotropy vanishes for every crystallite when 3cos²β = 1. The solution between 0 and 90° is β = arccos(1/√3) = 54.7356°. There sin 2β = 2√2/3 and sin²β = 2/3, so both oscillating parts generally survive:

ν_1 = −(√2/3)A_1^R, ν_2 = A_2^R/3. (21)

Take the round model parameters δ = 10 kHz, η = 0.4, ν_iso = 2 kHz and ν_r = 5 kHz, with (a, b, g) = (30°, 50°, 20°). The principal values are −7, −3 and 10 kHz. Equations (11) to (13) give, in kHz,

A_0^R = 0.748, A_1^R = 6.950 − 3.941i, A_2^R = 3.546 − 1.522i.

Thus A_zz^R = √(2/3) × 0.748 = 0.611 kHz. The static part and the real amplitudes, in kHz, depend on β as follows:

β = 30°: ν_0 = 0.625 × 0.611 = 0.382, 2|ν_1| = 6.919, 2|ν_2| = 0.965.
Magic angle: ν_0 = 0, 2|ν_1| = 7.5325, 2|ν_2| = 2.5725.
β = 90°: ν_0 = −0.5 × 0.611 = −0.305, 2|ν_1| = 0, 2|ν_2| = 3.859.

At the magic angle, (21) gives ν_1 = −3.276 + 1.858i and ν_2 = 1.182 − 0.507i kHz. At t = 0 the frequency is

ν(0) = 2 + 2(−3.276 + 1.182) = −2.188 kHz.

After one, two and three quarters of a turn it is −4.080, 10.916 and 3.352 kHz. The mean of the four values is 2.000 kHz, equal to ν_iso. Four equally spaced samples suffice for this mean because they cancel harmonics 1 and 2. Spinning has not removed the anisotropy at each instant; it has removed its average over a turn.

**Weight of the harmonics in a powder**

In a powder, a and g are uniformly distributed from 0 to 2π, and c is uniform from −1 to 1. The averages needed are ⟨c²⟩ = 1/3, ⟨c⁴⟩ = 1/5, ⟨s²⟩ = 2/3, ⟨s²c²⟩ = 2/15, ⟨s⁴⟩ = 8/15 and ⟨P2(c)²⟩ = 1/5. Terms linear in cos 2a average to zero, while cos² 2a and sin² 2a average to 1/2. From (11) to (13),

⟨|A_0^R|²⟩ = (3/2)δ²[1/5 + (η²/8)(8/15)],
⟨|A_1^R|²⟩ = δ²[(9/4)(2/15) + (η²/8)(2/15 + 2/3)],
⟨|A_2^R|²⟩ = δ²[(9/16)(8/15) + (η²/32)⟨(1 + c²)² + 4c²⟩].

The last average is 1 + 6/3 + 1/5 = 16/5. All three expressions equal (3/10)δ²(1 + η²/3). Equation (15) then gives

⟨|ν_m|²⟩ = d_{m0}(β)² δ²(1 + η²/3)/5. (22)

The mean square of ν − ν_iso over a turn is Σ_m |ν_m|², because different harmonics are orthogonal. At the magic angle, the pair m = ±1 has weight 2d_10² = 3 sin²β cos²β = 2/3. The pair m = ±2 has weight 2d_20² = (3/4)sin⁴β = 1/3. These weights sum to one, so the full second moment of the frequency is retained as modulation. For the example it is 21.07 kHz².

**Two frequency harmonics, many sidebands**

The spectrum is the Fourier transform of the signal, and the signal contains the accumulated phase rather than the frequency itself. Consider an isolated spin whose Hamiltonian commutes with itself at different times. At the magic angle, integrating (15) gives the anisotropic phase

2π∫_0^t (ν − ν_iso)dt' = Φ(t) − Φ(0),
Φ(t) = Σ_{m≠0} ν_m e^{imω_r t}/(imν_r). (23)

The factor 2π has cancelled against ω_r = 2πν_r. Since Φ is periodic, the anisotropic phase returns to zero after each full turn, which produces a rotor echo.

By (12) and (13), ν_m is proportional to e^{−img}. Thus g merely shifts the time origin: Φ(t) = F(ω_r t − g), where F is independent of g. Write e^{iF(x)} = Σ_N c_N e^{iNx}. The signal is

e^{2πiν_iso t} Σ_N Σ_M c_N c_M* e^{iNω_r t} e^{−i(N−M)g}.

Averaging over g leaves N = M. The result is a set of lines at ν_iso + Nν_r with intensities |c_N|², whose sum is one.

The exponential contains powers of F. Its square already mixes harmonics 1 and 2 into harmonics 3 and 4, so sidebands are not confined to |N| ≤ 2. For fast spinning, e^{iF} ≈ 1 + iF. To leading order the sidebands at N = ±1 and ±2 then have intensity |ν_N/(Nν_r)|², which falls as 1/ν_r². The relative correction falls only as 1/ν_r, so the limit is reached slowly: for the example tensor at ν_r = 50 kHz the N = ±1 lines are within 3% of it, but the N = −2 and N = +2 lines are 0.68 and 1.39 times the leading value.

In the example, averaged over g at the stated a and b, the intensities are:

N = −2: 0.033 at −8 kHz
N = −1: 0.378 at −3 kHz
N = 0: 0.251 at 2 kHz
N = 1: 0.237 at 7 kHz
N = 2: 0.081 at 12 kHz

A further 0.020 of the total lies beyond |N| = 2. The strongest line is the N = −1 sideband, not the line at ν_iso, so intensity alone does not identify the isotropic frequency. Changing ν_r does: the N = 0 line stays in place while the others move. A full powder spectrum would also require averages over a and b.

**Angle errors and interactions outside the result**

Near the magic angle, dP2(cos β)/dβ = −3 sin β cos β = −√2. An error ε in radians therefore leaves P2 ≈ −√2 ε. For ε = 0.1° the value is −0.00247. By (19), ν_0 then varies over the powder by this factor times the range of A_zz^R, which runs from the smallest to the largest principal value. The static span of 17 kHz becomes

0.00247 × 17 kHz = 0.042 kHz, or 42 Hz.

Every line of the spinning spectrum inherits this orientation-dependent shift, so a narrow line demands an accurate angle.

The limit to two harmonics rests on the frequency being linear in a second-rank tensor. The neglected term (A_xz² + A_yz²)/(2ν_L) is quadratic in the tensor. It contains the field direction up to four times and can carry a rank-4 part, with harmonics up to 4ν_r. Averaging a rank-4 function around the rotor axis leaves its axially symmetric part, which is proportional to P4(cos β). At the magic angle,

P4 = (35cos⁴β − 30cos²β + 3)/8 = (35/9 − 10 + 3)/8 = −7/18 ≈ −0.389. (24)

The magic angle thus reduces the rank-4 part but does not remove it. The part of the quadratic term that does not depend on orientation remains in full, as a shift common to all crystallites. Second-order quadrupolar shifts follow a different formula, not derived here, but they too contain a rank-4 part that survives at the magic angle.

The sideband formula has a separate restriction. In a network of mutually coupled like spins, the Hamiltonians at different times need not commute. The coupling coefficients still have the harmonics in (15), but where the Hamiltonians do not commute, as in general for three coupled like spins or for a coupled pair with different shifts, the signal is no longer the exponential of an integrated frequency, and (23) does not apply. An isolated dipolar pair with equal shifts does commute, and the phase formula holds for it.

The numerical check obtains the harmonics independently, by turning the Cartesian tensor bodily about the tilted rotor axis, and compares them with (16) to (18).

Calculated quantities

```
delta = 10.0 kHz, eta = 0.4
nu_iso = 2.0 kHz, nu_r = 5.0 kHz
P to R angles a, b, g (deg): 30.0 50.0 20.0
principal values xx, yy, zz (kHz): -7.000 -3.000 10.000
rotor component A0 (kHz): 0.7481
rotor component A1 (kHz): 6.9495-3.9414j
rotor component A2 (kHz): 3.5459-1.5220j
anisotropic frequency, rotor axis along field (kHz): 0.6108
magic angle (deg): 54.7356
beta 30 deg: P2 = 0.6250, nu_0 = 0.3818 kHz, 2|nu_1| = 6.9190 kHz, 2|nu_2| = 0.9647 kHz
beta magic: P2 = 0.0000, nu_0 = 0.0000 kHz, 2|nu_1| = 7.5325 kHz, 2|nu_2| = 2.5725 kHz
beta 90 deg: P2 = -0.5000, nu_0 = -0.3054 kHz, 2|nu_1| = 0.0000 kHz, 2|nu_2| = 3.8587 kHz
magic angle nu_1 (kHz): -3.2760+1.8580j
magic angle nu_2 (kHz): 1.1820-0.5073j
total frequency after 0/4 turn, magic (kHz): -2.1882
total frequency after 1/4 turn, magic (kHz): -4.0799
total frequency after 2/4 turn, magic (kHz): 10.9160
total frequency after 3/4 turn, magic (kHz): 3.3521
mean of these four frequencies (kHz): 2.0000
line N = -4 at -18.0 kHz: intensity 0.00031
line N = -3 at -13.0 kHz: intensity 0.00214
line N = -2 at -8.0 kHz: intensity 0.03348
line N = -1 at -3.0 kHz: intensity 0.37785
line N = +0 at 2.0 kHz: intensity 0.25111
line N = +1 at 7.0 kHz: intensity 0.23698
line N = +2 at 12.0 kHz: intensity 0.08103
line N = +3 at 17.0 kHz: intensity 0.01505
line N = +4 at 22.0 kHz: intensity 0.00185
summed intensity beyond |N| = 2: 0.01954
powder second moment, total (kHz^2): 21.0667
shares of harmonics 0, 1, 2 at magic angle: 0.0000 0.6667 0.3333
angle error (deg): 0.1, P2 there: -0.002467
span without spinning (kHz): 17.000
residual span with angle error (kHz): 0.04193
P4 at magic angle: -0.38889
```
